# Loss of selectivity after a nucleation delay in area-selective deposition

## Problem

A film is deposited by atomic layer deposition on a wafer with two kinds of surface. On the growth surface the film grows from the first cycle. On the nongrowth surface it starts late: by then the growth surface already carries $\delta=5$ nm, the equivalent nucleation delay. Afterwards both surfaces gain the same thickness per cycle, with the same film density.

Let $d$ be the thickness on the growth surface and $t$ the thickness on the nongrowth surface. The selectivity is defined as

$$S=\frac{d-t}{d+t}.$$

1. Find the thickness $d$ at which $S$ falls to 0.90, and the slope of $S$ there.
2. For TaN growing at 0.05 nm per cycle with a density of 12 g/cm³, find the last whole cycle with $S\ge 0.90$. Find also how many Ta atoms per cm² the nongrowth surface carries at the threshold.
3. How does the threshold move if the steady growth rates differ by 10%, or if the delay is 10% shorter?
4. Estimate the effect of a local spread of the delay, of nuclei present from the first cycle, and of sideways growth from the edges of a 20 nm wide nongrowth strip.

Parts 1 to 3 concern wide, uniform areas, on which edges do not matter.

## Solution

### 1. The threshold

Let $g$ be the growth per cycle and $n_0$ the number of cycles in the delay. After $n$ cycles

$$d=gn,\qquad t=g\max(0,n-n_0),\qquad \delta=gn_0 .$$

The cycle number drops out when $t$ is written in terms of $d$: $t=\max(0,d-\delta)$. For $0<d\le\delta$ there is nothing on the nongrowth surface, and $S=1$. For $d>\delta$,

$$S=\frac{d-(d-\delta)}{d+(d-\delta)}=\frac{\delta}{2d-\delta}.$$

The numerator is constant: the nongrowth film never catches up, and the difference remains $\delta$. Selectivity falls because the total deposit in the denominator keeps growing. Since $S$ decreases steadily from 1 towards 0 for $d>\delta$, it passes each value $s$ between 0 and 1 once. Setting $S=s$ gives

$$\delta=s(2d-\delta)\quad\Rightarrow\quad 2sd=\delta(1+s)\quad\Rightarrow\quad d_s=\frac{\delta(1+s)}{2s}.$$

For $\delta=5$ nm and $s=0.90$,

$$d_s=\frac{5\times1.90}{1.80}\ \text{nm}=5.28\ \text{nm},\qquad t=d_s-\delta=0.278\ \text{nm}.$$

Substitution confirms the value: $d-t=5$ nm and $d+t=5.556$ nm, whose ratio is 0.90.

The slope follows by differentiating $\delta(2d-\delta)^{-1}$:

$$\frac{dS}{dd}=-\frac{2\delta}{(2d-\delta)^2}.$$

At the threshold $2d-\delta=\delta/s$, so

$$\left.\frac{dS}{dd}\right|_{d_s}=-\frac{2s^2}{\delta}=-0.324\ \text{nm}^{-1}.$$

Near the threshold, each further 0.1 nm of film costs about 0.03 in selectivity.

The thickness gained after the delay has ended is

$$d_s-\delta=\frac{\delta(1-s)}{2s}.$$

It vanishes as $s\to1$, so a strict requirement leaves almost no room beyond the delay. For $s=0.99$ the threshold is 5.03 nm, while for $s=0.50$ it is 7.50 nm.

The answer depends on the definition of selectivity. Another measure is $1-t/d$, which equals $\delta/d$ after the delay. It is still 0.947 at 5.28 nm and reaches 0.90 at $\delta/0.90=5.56$ nm. A quoted selectivity therefore needs its definition beside it.

### 2. Cycles and atoms

The delay lasts $5/0.05=100$ cycles, and the threshold lies at $5.278/0.05=105.56$ cycles. A process can stop only after a whole cycle:

- After 105 cycles, $d=5.25$ nm and $t=0.25$ nm, so $S=5/5.50=0.909$.
- After 106 cycles, $d=5.30$ nm and $t=0.30$ nm, so $S=5/5.60=0.893$.

The last permitted cycle is number 105.

With mass density $\rho_m$, molar mass $M=194.955$ g/mol and one Ta atom per TaN unit, the number of Ta atoms per area at the threshold is

$$\frac{t\rho_mN_A}{M}=\frac{(2.778\times10^{-8}\ \text{cm})(12\ \text{g/cm}^3)N_A}{194.955\ \text{g/mol}}\approx1.0\times10^{15}\ \text{cm}^{-2}.$$

This is of the order of one atomic layer. The thickness $t$ should therefore be read as an amount of material per area, expressed as a film thickness. It does not imply a closed, smooth film.

### 3. Unequal rates and a shorter delay

Suppose the nongrowth surface grows at $r$ times the rate of the growth surface once its delay is over. Then $t=r(d-\delta)$. The condition $S=s$ can be written as a thickness ratio:

$$d-t=s(d+t)\quad\Rightarrow\quad \frac td=\frac{1-s}{1+s}\equiv\rho .$$

For $s=0.90$, $\rho=1/19=0.0526$. Inserting $t$ gives

$$r(d-\delta)=\rho d\quad\Rightarrow\quad d=\frac{r\delta}{r-\rho},\qquad r>\rho .$$

If $r\le\rho$, the ratio $t/d=r(1-\delta/d)$ stays below $\rho$ at every finite thickness, and $S$ never falls to $s$. For $r=1$ the earlier result returns, because $1-\rho=2s/(1+s)$.

With $\delta=5$ nm, the threshold is 5.31 nm for $r=0.9$ and 5.25 nm for $r=1.1$. The shift is only about 0.03 nm because the rate ratio acts on the short stretch of growth after the delay.

A change of the delay acts on the whole result, since $d_s$ is proportional to $\delta$. With equal rates and $\delta=4.50$ nm, the threshold falls to 4.75 nm. If the process is nevertheless run to the original 5.278 nm, then

$$S=\frac{4.50}{2\times5.278-4.50}=0.743 .$$

For equal relative changes of 10%, the delay is thus far more important here than the steady growth rate.

### 4. What the sharp, uniform delay leaves out

In each estimate below, the other neglected effects are switched off. The sizes of the disturbances are chosen for illustration.

**Local spread of the delay.** Let the nongrowth surface consist of patches that are wide compared with the film thickness. Their delays $q$ follow a Gaussian distribution with mean $\delta$ and standard deviation $\sigma$. A patch carries $d-q$ if $q<d$, and nothing otherwise. Put $q=\delta+\sigma u$ and $x=(d-\delta)/\sigma$, so that $d-q=\sigma(x-u)$. With the standard normal density $\varphi$ and its cumulative distribution $\Phi$, the mean thickness is

$$\bar t=\sigma\int_{-\infty}^{x}(x-u)\varphi(u)\,du .$$

The first term of the integrand gives $x\Phi(x)$. Because $\varphi'(u)=-u\varphi(u)$, the second gives $\varphi(x)$. Hence

$$\bar t=(d-\delta)\Phi(x)+\sigma\varphi(x).$$

For thick films $\Phi\to1$ and $\varphi\to0$, so $\bar t\to d-\delta$. A straight line fitted to late growth would still show a delay of 5 nm, although the early patches have already spoiled the selectivity.

For $\sigma=0.5$ nm and $d=5.278$ nm, the formula gives $\bar t=0.368$ nm instead of 0.278 nm. Then

$$S=\frac{5.278-0.368}{5.278+0.368}=0.87 .$$

Solving $S=0.90$ numerically with this $\bar t$ moves the threshold to 5.13 nm.

**Nuclei from the first cycle.** Let defects be scattered at random with density $N$. Each starts a hemisphere in the first cycle, and its radius grows at the same rate as the film, so the radius equals $d$. A point at height $z$ is covered if a nucleus lies within the horizontal distance $\sqrt{d^2-z^2}$. The expected number of such nuclei is $\pi N(d^2-z^2)$, and for random positions the probability of finding none is the exponential of minus this number. The delayed film fills all heights below $h=\max(0,d-\delta)$. Adding the covered fractions at all heights gives

$$\bar t=h+\int_h^d\left[1-e^{-\pi N(d^2-z^2)}\right]dz .$$

For $N=10^{10}$ cm⁻², which is $10^{-4}$ nm⁻², numerical integration at $d=5.278$ nm gives $\bar t=0.306$ nm and $S=0.89$. The threshold moves to 5.25 nm.

Nuclei alone, without the delayed film, can also use up the whole allowance of 0.278 nm. For sparse nuclei the bracket is approximately $\pi N(d^2-z^2)$, and with $h=0$

$$\bar t\approx\pi N\int_0^d(d^2-z^2)\,dz=\frac{2\pi}{3}Nd^3 .$$

At $d=5.278$ nm this requires $N\approx9.0\times10^{10}$ cm⁻². The full integral requires $9.3\times10^{10}$ cm⁻², slightly more, because the sparse formula counts overlapping hemispheres twice.

**Growth from the edges.** Let the two surfaces be flush, and let the film also grow sideways over the nongrowth strip at its normal rate. From each edge the film front is then a quarter circle of radius $d$. The cross-section that it adds above a delayed film of thickness $h$ is

$$A=\int_h^d\sqrt{d^2-z^2}\,dz
=\frac12\left[z\sqrt{d^2-z^2}+d^2\arcsin\frac zd\right]_h^d .$$

Since $\pi/2-\arcsin(h/d)=\arccos(h/d)$,

$$A=\frac12\left[d^2\arccos\frac hd-h\sqrt{d^2-h^2}\right].$$

For a strip of width $w>2d$ the two profiles do not meet, and the mean thickness is $\bar t=h+2A/w$. With $w=20$ nm, $d=5.278$ nm and $h=0.278$ nm, this gives $\bar t=2.32$ nm. The selectivity averaged over the strip is

$$S=\frac{5.278-2.319}{5.278+2.319}=0.39 .$$

The middle of the strip is 10 nm from either edge, beyond the reach of the sideways growth. It still carries 0.278 nm, and the local selectivity there is still 0.90. The low average describes material near the edges, not a shorter nucleation delay.

The width at which edge growth alone would use up the 0.278 nm allowance follows from $h=0$, for which $2A=\pi d^2/2$:

$$w=\frac{\pi d^2}{2\times0.2778\ \text{nm}}\approx158\ \text{nm}.$$

This is not a safe width, because the delayed film adds its own 0.278 nm. The blanket result applies to a strip average only if the strip is much wider than this. With the delayed film included, the strip average is 0.82 at 158 nm and 0.87 at 500 nm, and it reaches 0.89 only at a width of about 1.4 µm.

### The result beside a real process

TaN is used as a barrier layer in copper wiring, and an area-selective process may aim to deposit it on the dielectric but not on passivated copper. The growth of 0.05 nm per cycle and the density of 12 g/cm³ are rough typical values. The delay of 5 nm is given by the problem; in a real process it depends on the precursors, the temperature and the passivation layer, and has to be measured. Among the disturbances sized here, edge growth on a 20 nm strip changes the result most, from 0.90 to a strip average of 0.39 at fixed film thickness. This figure assumes flush surfaces and unhindered sideways growth. A passivation layer of height $H$ holds the sideways growth back; taking the radius roughly as $d-H$ gives 0.67 for $H=2$ nm and 0.79 for $H=3$ nm, so the ranking depends on the real geometry. A delay 10% shorter lowers the blanket selectivity to 0.74. The threshold of 5.28 nm is therefore a limit for wide areas with a sharp and reproducible delay, and a spread of delays or early nuclei lowers it. For the sizes used above the last permitted cycle falls from 105 to 102 (spread) and 104 (nuclei), while smaller disturbances, such as $\sigma=0.2$ nm, still allow cycle 105.

Numbers in the example were calculated in double precision.
